# Periodic Energy of a Gaussian Charge in a Cubic Cell

## Problem

A charge $q$ with the Gaussian density

$$\rho(\mathbf r)=q\,g_\sigma(\mathbf r),\qquad g_\sigma(\mathbf r)=\frac{e^{-r^2/2\sigma^2}}{(2\pi\sigma^2)^{3/2}},$$

sits in a cubic cell of side $L$. The cell is repeated periodically, and a uniform background of density $-q/L^3$ makes it neutral. Let $E_{\rm per}$ be the classical electrostatic energy per cell, background included. Atomic units are used in the algebra.

Let $v(\mathbf r)$ be the potential of *unit point charges* on the same lattice with their own background $-1/L^3$, its average over the cell set to zero. Close to a lattice point $v$ behaves as $1/r$ plus a constant. That constant is called $-\alpha/L$, which defines the Madelung constant $\alpha$.

(a) Show that, for fixed $\sigma$ and large $L$,

$$E_{\rm per}=E_{\rm self}-\frac{\alpha q^2}{2L}+\frac{2\pi q^2\sigma^2}{L^3}+\Delta ,$$

where $E_{\rm self}$ is the energy of the isolated Gaussian and $\Delta$ is exponentially small.

(b) Find $\Delta$ in closed form.

(c) Evaluate the terms for $q=1\,e$, $\sigma=1$ Å, $L=10$ Å, and decide how small $L$ may become before $\Delta$ matters.

## Hints

1. Write the energy as a double integral over two Gaussians with $v(\mathbf r-\mathbf r')$ between them. What is the distribution of the difference of two independent Gaussian positions?
2. That distribution is spherical, so only the average of $v$ over spheres is needed. Gauss's law gives it up to one constant, which the definition of $\alpha$ supplies.
3. A sphere that reaches beyond the nearest lattice points encloses more than one point charge. Keep these extra charges: they give $\Delta$.

## Solution

**The energy as an average of $v$.** The total density is $\rho_{\rm tot}(\mathbf r)=q\sum_{\mathbf R}g_\sigma(\mathbf r-\mathbf R)-q/L^3$, with $\mathbf R$ the lattice vectors, and

$$E_{\rm per}=\tfrac12\int_{\rm cell}\rho_{\rm tot}\,\phi\,d^3r .$$

The cell is neutral, so adding a constant to $\phi$ changes nothing. We choose the potential with zero average,

$$\phi(\mathbf r)=q\int g_\sigma(\mathbf r')\,v(\mathbf r-\mathbf r')\,d^3r'.$$

With this choice the uniform background contributes nothing to the integral. In the rest, $\phi$ is periodic, so the sum over images in one cell equals a single Gaussian integrated over all space:

$$E_{\rm per}=\frac{q^2}{2}\iint g_\sigma(\mathbf r)\,g_\sigma(\mathbf r')\,v(\mathbf r-\mathbf r')\,d^3r\,d^3r'.$$

The background has not been lost; it acts through $v$.

The integrand depends on $\mathbf s=\mathbf r-\mathbf r'$ alone. Variances of independent variables add, so $\mathbf s$ is Gaussian with variance $2\sigma^2$ along each axis. Its length $s$ has the distribution

$$P(s)=\frac{4\pi s^2}{(4\pi\sigma^2)^{3/2}}e^{-s^2/4\sigma^2}=\frac{s^2}{2\sqrt\pi\,\sigma^3}\,e^{-s^2/4\sigma^2}.$$

All directions are equally likely, hence

$$E_{\rm per}=\frac{q^2}{2}\,\langle\bar v(s)\rangle ,$$

where $\bar v(s)$ is the average of $v$ over a sphere of radius $s$ about a lattice point, and $\langle\cdot\rangle$ is the average with weight $P$.

**The spherical average of $v$.** Let $N(s)$ be the number of lattice points inside the sphere. The enclosed charge is $N(s)-4\pi s^3/(3L^3)$. The outward flux of the field is $-4\pi s^2\,d\bar v/ds$ and equals $4\pi$ times this charge:

$$\frac{d\bar v}{ds}=-\frac{N(s)}{s^2}+\frac{4\pi s}{3L^3}.$$

The point at the origin counts for every $s>0$ and integrates to $1/s$. A point at distance $R$ counts only once $s>R$, and gives $-\int_R^s ds'/s'^2=1/s-1/R$. The background gives $2\pi s^2/(3L^3)$. The integration constant is the constant left near the origin, $-\alpha/L$ by definition. Therefore

$$\bar v(s)=\frac1s-\frac{\alpha}{L}+\frac{2\pi s^2}{3L^3}+\sum_{0<R<s}\left(\frac1s-\frac1R\right).$$

The number $\alpha$ does not depend on $L$, because stretching the lattice gives $v_L(\mathbf r)=v_1(\mathbf r/L)/L$.

As a check beyond the six nearest points, take $s=1.2L$. With $\alpha=2.83730$, the formula gives $L\bar v=0.83333-2.83730+3.01593-1.00000=0.01196$. Direct averaging of $v$ over the sphere gives $0.0119648$.

**The Gaussian averages.** The first is

$$\left\langle\frac1s\right\rangle=\frac{1}{2\sqrt\pi\,\sigma^3}\int_0^\infty s\,e^{-s^2/4\sigma^2}ds=\frac{2\sigma^2}{2\sqrt\pi\,\sigma^3}=\frac{1}{\sqrt\pi\,\sigma}.$$

The second is three times the variance per axis, $\langle s^2\rangle=6\sigma^2$. The third belongs to one lattice point at distance $R$ and needs

$$I=\int_R^\infty\left(s-\frac{s^2}{R}\right)e^{-s^2/4\sigma^2}ds .$$

The part with $s$ gives $2\sigma^2e^{-R^2/4\sigma^2}$. Integration by parts gives

$$\int_R^\infty s^2e^{-s^2/4\sigma^2}ds=2\sigma^2R\,e^{-R^2/4\sigma^2}+2\sigma^2\int_R^\infty e^{-s^2/4\sigma^2}ds ,$$

and the last integral is $\sqrt\pi\,\sigma\,\mathrm{erfc}(R/2\sigma)$. After division by $R$ the exponentials cancel, so $I=-2\sqrt\pi\,\sigma^3\,\mathrm{erfc}(R/2\sigma)/R$. Multiplying by the prefactor $1/(2\sqrt\pi\,\sigma^3)$ of $P$ leaves $-\mathrm{erfc}(R/2\sigma)/R$.

**Result.** The isolated charge has $1/s$ in place of $v$, so $E_{\rm self}=\tfrac12q^2\langle1/s\rangle=q^2/(2\sqrt\pi\,\sigma)$. The background term is

$$\frac{q^2}{2}\cdot\frac{2\pi}{3L^3}\cdot6\sigma^2=\frac{2\pi q^2\sigma^2}{L^3}.$$

Collecting everything,

$$E_{\rm per}=\frac{q^2}{2\sqrt\pi\,\sigma}-\frac{\alpha q^2}{2L}+\frac{2\pi q^2\sigma^2}{L^3}+\Delta,\qquad
\Delta=-\frac{q^2}{2}\sum_{\mathbf R\ne0}\frac{\mathrm{erfc}(R/2\sigma)}{R}.$$

No approximation has been made: this holds for any $\sigma$ and $L$.

**Why $\Delta$ is exponentially small.** For $x>0$,

$$\mathrm{erfc}(x)=\frac{2}{\sqrt\pi}\int_x^\infty e^{-t^2}dt<\frac{2}{\sqrt\pi}\int_x^\infty\frac{t}{x}\,e^{-t^2}dt=\frac{e^{-x^2}}{x\sqrt\pi}.$$

Put $R=nL$, where $n$ is the length of a nonzero integer vector $\mathbf n$, and $a=L^2/4\sigma^2$. Then

$$|\Delta|<\frac{q^2\sigma}{\sqrt\pi L^2}\,e^{-a}\sum_{\mathbf n\ne0}\frac{e^{-(n^2-1)a}}{n^2}.$$

The remaining sum converges and decreases as $a$ grows, towards the $6$ of the nearest points. At fixed $\sigma$, $\Delta$ thus vanishes at least as fast as $e^{-L^2/4\sigma^2}/L^2$, and its leading part is $-3q^2\,\mathrm{erfc}(L/2\sigma)/L$.

**Meaning of the terms.** The $1/L$ term is half the product of the charge and the constant potential $-\alpha q/L$ that its images and the background produce at its site; the half is the factor in $E_{\rm per}=\tfrac12\int\rho_{\rm tot}\,\phi\,d^3r$, which avoids counting each interaction twice. The $1/L^3$ term is positive because the background potential, seen by a positive charge, rises parabolically away from the centre, and a spread charge samples this rise. $\Delta$ comes from pairs of charge elements further apart than a lattice distance, that is, from overlap with the images.

With the second moment $Q=\int\rho\,r^2d^3r=3q\sigma^2$, the cubic term is $2\pi qQ/(3L^3)$, its form in the Makov–Payne expansion. To recover the isolated energy from a periodic calculation in a cubic cell, one *adds* $\alpha q^2/(2L)$ and *subtracts* $2\pi qQ/(3L^3)$, with $Q$ taken about the centre of charge. About any other origin, averaging $2\pi|\mathbf r-\mathbf r'|^2/(3L^3)$ over pairs gives $2\pi(qQ-p^2)/(3L^3)$, where $\mathbf p=\int\rho\,\mathbf r\,d^3r$ is the dipole moment about that origin.

**Numbers.** In eV and Å, $q^2$ becomes $14.399645$ eV Å for one elementary charge:

$$E_{\rm self}=\frac{14.399645}{2\sqrt\pi}=4.062065\ \text{eV},$$

$$-\frac{2.837297\times14.399645}{20}=-2.042804\ \text{eV},\qquad \frac{2\pi\times14.399645}{1000}=0.090476\ \text{eV}.$$

The sum is $2.109737$ eV ($0.077531$ hartree). Solving Poisson's equation on a grid for the same periodic density also gives $2.109737$ eV. The errors relative to $E_{\rm self}$, in eV, are:

| $L$ (Å) | uncorrected | after $\alpha$ term | after both |
|---|---|---|---|
| 4 | −3.745 | 1.362 | −0.051 |
| 6 | −2.986 | 0.419 | −0.00016 |
| 10 | −1.952 | 0.090 | −7×10⁻¹² |
| 20 | −1.010 | 0.011 | −5×10⁻⁴⁵ |

The last column is $\Delta$ from its formula; the program requires the grid energies to match the complete expression within $1.4\times10^{-10}$ eV, a tolerance that tests $\Delta$ in the smaller cells but is larger than its last two entries, which are therefore not checked against the grid. Without correction, the 10 Å cell misses 48% of the self-energy, and doubling $L$ only about halves the error. After the $\alpha$ term, doubling $L$ from 10 to 20 Å reduces the error eightfold, as $1/L^3$ requires. After both terms the error for this charge is below 1 meV at $L=6$ Å ($6\sigma$), it is 3.5 meV at $L=5$ Å, and at $L=4$ Å ($4\sigma$) it is 51 meV, where the overlap can no longer be ignored. At fixed $L/\sigma$ the formula for $\Delta$ scales as $q^2/\sigma$, so these values in meV belong to $q=1\,e$ and $\sigma=1$ Å; a narrower charge at the same ratio has a proportionally larger error.

These figures are for a rigid, spherical charge in vacuum. The remainder is exponentially small only because the spherical average removes the anisotropic part of $v$, which in a cubic cell begins at order $s^4/L^5$. For a non-spherical charge this part generally survives, and the error after both terms falls only as $1/L^5$: two such Gaussians of charge $q/2$ set 3 Å apart leave about 9 meV at $L=10$ Å. In a real supercell the density may change with $L$ and the surroundings may polarize; neither effect is contained here.

## Variation 1: computing $\alpha$ by hand

*Use the freedom to choose $\sigma$ to obtain $\alpha$ from a few terms.*

For reciprocal vectors $\mathbf G=2\pi\mathbf n/L$, the Fourier coefficients of the density are $\rho_{\mathbf G}=(q/L^3)e^{-\sigma^2G^2/2}$, and Poisson's equation gives $\phi_{\mathbf G}=4\pi\rho_{\mathbf G}/G^2$. The background removes $\mathbf G=0$. Then

$$E_{\rm per}=\frac{L^3}{2}\sum_{\mathbf G\ne0}\frac{4\pi|\rho_{\mathbf G}|^2}{G^2}=\frac{2\pi q^2}{L^3}\sum_{\mathbf G\ne0}\frac{e^{-\sigma^2G^2}}{G^2}.$$

Choose $\sigma=L/(2\sqrt\pi)$, so that $\sigma^2G^2=\pi n^2$ and $R/2\sigma=\sqrt\pi\,n$. The self-energy becomes $q^2/L$ and the cubic term $q^2/(2L)$. Equating the two expressions for $E_{\rm per}$ and dividing by $q^2/L$,

$$\frac{1}{2\pi}\sum_{\mathbf n\ne0}\frac{e^{-\pi n^2}}{n^2}=1-\frac\alpha2+\frac12-\frac12\sum_{\mathbf n\ne0}\frac{\mathrm{erfc}(\sqrt\pi\,n)}{n},$$

$$\alpha=3-\sum_{\mathbf n\ne0}\left[\frac{\mathrm{erfc}(\sqrt\pi\,n)}{n}+\frac{e^{-\pi n^2}}{\pi n^2}\right].$$

The six vectors with $n^2=1$ give $\alpha\approx2.8443$; the twelve with $n^2=2$ bring it to $2.8374$. The converged value is $2.837297$, and a direct sum over neutral cubes confirms it.

## Variation 2: a charge as wide as the cell

*What happens to $E_{\rm per}$ when $\sigma$ grows at fixed $L$?*

Now $\Delta$ is not small, and the three-term formula fails: its cubic term grows without limit. The Fourier sum shows the true behaviour. For large $\sigma/L$ the six shortest vectors, $G=2\pi/L$, dominate:

$$E_{\rm per}\approx\frac{2\pi q^2}{L^3}\cdot6\cdot\frac{L^2}{4\pi^2}\,e^{-4\pi^2\sigma^2/L^2}=\frac{3q^2}{\pi L}\,e^{-4\pi^2\sigma^2/L^2}.$$

The energy tends to zero, because the overlapping Gaussians merge into a uniform density that the background cancels.

At $\sigma=1$ Å and $L=4$ Å this single exponential gives $0.292$ eV, 8% below the grid value $0.317$ eV. The three-term formula gives $0.3172+0.0515=0.3687$ eV, 16% above it. At this ratio $\sigma/L=1/4$ the wide-charge limit is already the better of the two estimates.

## Computed results

```
Coulomb constant e^2/(4 pi eps0) = 14.399645 eV angstrom
charge q = 1 e, sigma = 1.0 angstrom, L = 10.0 angstrom
alpha, shells with n^2 <= 1: 2.84433420 (no unit)
alpha, shells with n^2 <= 2: 2.83743505 (no unit)
alpha, shells with n^2 <= 3: 2.83730122 (no unit)
alpha, shells with n^2 <= 4: 2.83729795 (no unit)
alpha, converged shell sum: 2.83729748 (no unit)
alpha, direct sum over neutral cubes: 2.83729748 (no unit)
spherical average of v times L: r/L, quadrature, formula (no unit)
  0.3  0.6845314  0.6845314
  1.2  0.0119648  0.0119648
isolated self-energy, formula: 4.062065 eV
isolated self-energy, field integral: 4.062065 eV
alpha term: -2.042804 eV
cubic term: 0.090476 eV
sum of the three terms: 2.109737 eV
periodic energy from the grid: 2.109737 eV
periodic energy from the grid: 0.077531 hartree
isolated self-energy: 0.149278 hartree
Table, L in angstrom, energies in eV:
L, E_per(grid), E_per-E_self, error after alpha term
     4   0.317243  -3.744822   1.362188
     5   0.696739  -3.365326   0.720282
     6   1.076101  -2.985964   0.418710
     8   1.685270  -2.376795   0.176710
    10   2.109737  -1.952328   0.090476
    15   2.727003  -1.335062   0.026808
    20   3.051973  -1.010092   0.011309
L, error after both terms (erfc sum), six nearest images only
     4  -5.149e-02  -5.052e-02
     5  -3.523e-03  -3.516e-03
     6  -1.591e-04  -1.590e-04
     8  -8.325e-08  -8.325e-08
    10  -6.642e-12  -6.642e-12
    15  -7.997e-26  -7.997e-26
    20  -4.511e-45  -4.511e-45
```
